# The Hubbard force from the explicit derivative of the occupation matrix, part 2

The problem is how a Hubbard energy $E_U$ contributes to the forces on ions when the electrons relax. The one-dimensional model has two ions, A and B, and three electrons. Rydberg atomic units are used: the kinetic operator is $-d^2/dx^2$, the squared elementary charge is 2, and lengths are in bohr.

The orthonormal orbitals $\psi_i^\sigma$ of spin $\sigma$ have fixed occupations $f_i^\sigma$ and give the spin densities $\rho_\sigma$ and the total density $\rho$. With orthonormal projectors $\phi_m$ on one atom, the occupation matrix, with eigenvalues $\nu_k^\sigma$, is

$$n^\sigma_{mm'}=\sum_i f_i^\sigma\langle\phi_m|\psi_i^\sigma\rangle\langle\psi_i^\sigma|\phi_{m'}\rangle .\tag{1}$$

The total energy is

$$E=E_{\rm base}[\lambda,\psi]+E_U,\qquad E_U=\frac U2\sum_\sigma{\rm Tr}\,[\,n^\sigma-n^\sigma n^\sigma\,],\tag{2}$$

where $\lambda$ is a nuclear coordinate. $E_{\rm base}$ holds the kinetic, ion-electron, electron-repulsion and ion-ion energies and the exchange energy $-\frac g2\sum_\sigma\int\rho_\sigma^2dx$. The Hubbard potential is $V^\sigma_{mm'}=U(\tfrac12\delta_{mm'}-n^\sigma_{mm'})$, and its operator is $\hat V_U^\sigma=\sum_{mm'}|\phi_{m'}\rangle V^\sigma_{m'm}\langle\phi_m|$. With $\hat h^\sigma$ the operator from $E_{\rm base}$, self-consistency means

$$(\hat h^\sigma+\hat V_U^\sigma)\,\psi_i^\sigma=\varepsilon_i^\sigma\psi_i^\sigma ,\tag{8}$$

and makes $E$ stationary under norm-conserving orbital changes.

A subscript $\psi$, or the symbol $\partial$ in $\partial n^\sigma$ and $\partial\phi_m$, denotes the explicit derivative at frozen orbitals. $R_{\rm base}$ and $R_U$ are the parts of $dE_{\rm base}/d\lambda$ and $dE_U/d\lambda$ due to the change of the orbitals. In a fixed basis $R_{\rm base}+R_U=0$, so the force is

$$F=-\left(\frac{\partial E_{\rm base}}{\partial\lambda}\right)_{\!\psi}+F_U,\qquad F_U=-\sum_\sigma{\rm Tr}\left[V^\sigma\left(\frac{\partial n^\sigma}{\partial\lambda}\right)_{\!\psi}\right],\tag{13}$$

$$\frac{dE_U}{d\lambda}=-F_U+R_U .\tag{14}$$

Part 1 quoted the relaxed slopes of $E_U$: $0.011288$ Ry/bohr for motion of A and $-0.011288$ Ry/bohr for motion of B.

For moving projectors,

$$\partial n^\sigma_{mm'}=\sum_i f_i^\sigma\left[\langle\partial\phi_m|\psi_i^\sigma\rangle\langle\psi_i^\sigma|\phi_{m'}\rangle+\langle\phi_m|\psi_i^\sigma\rangle\langle\psi_i^\sigma|\partial\phi_{m'}\rangle\right].\tag{16}$$

The model's projectors, with $y=x-R$ for an atom at $R$ and width $s$, are the even $\phi_0=(\pi s^2)^{-1/4}e^{-y^2/2s^2}$ and the odd $\phi_1=\sqrt2\,\frac ys\,\phi_0$. The density $\phi_0^2$ has mean square $s^2/2$. Then

$$\partial\phi_0=\frac{y}{s^2}\phi_0=\frac{1}{\sqrt2\,s}\,\phi_1,\qquad \partial\phi_1=-\frac{\sqrt2}{s}\left(1-\frac{y^2}{s^2}\right)\phi_0 ,\tag{18}$$

and, for real orbitals,

$$\partial n^\sigma_{00}=2\sum_i f_i^\sigma\langle\partial\phi_0|\psi_i^\sigma\rangle\langle\psi_i^\sigma|\phi_0\rangle=\frac{\sqrt2}{s}\,n^\sigma_{01}.\tag{19}$$

### 11. A symmetric atom has no Hubbard force

Suppose that every occupied orbital is even or odd about the Hubbard atom. Then no orbital overlaps with both $\phi_0$ and $\phi_1$, so $n_{01}=0$ and $V$ is diagonal. The derivative of an even projector is odd and that of an odd one is even. In a diagonal element $\partial n_{mm}$ each orbital would have to overlap with functions of both parities, so these elements vanish as well. The off-diagonal $\partial n_{01}$ may be large, but it multiplies $V_{01}=0$. Hence $F_U=0$.

As an example, let one electron occupy $\psi=\phi_0$. Then $\langle\psi|\phi_1\rangle=0$, and (16) gives

$$\partial n_{01}=\langle\phi_0|\partial\phi_1\rangle=-\frac{\sqrt2}{s}\left(1-\frac12\right)=-\frac{1}{\sqrt2\,s},$$

where the mean square $s^2/2$ was used. For $s=1$ bohr this is $-0.707$ per bohr, without any force. A nonzero Hubbard force therefore requires that this symmetry be broken. Broken symmetry alone is not enough. An electron in $\psi=\cos\theta\,\phi_0+\sin\theta\,\phi_1$ has no definite parity, yet its matrix $n$ has the eigenvalues 1 and 0. Then $E_U=0$, which is its smallest possible value, so its derivative under moving projectors vanishes and $F_U=0$ again.

### 12. What the trace rewards

In the eigenbasis of $n^\sigma$ the potential is diagonal, so

$$F_U=\sum_{k\sigma}U\left(\nu_k^\sigma-\tfrac12\right)(\partial n^\sigma)_{kk}.\tag{20}$$

For non-degenerate eigenvalues, $(\partial n^\sigma)_{kk}$ is the derivative of $\nu_k^\sigma$ itself, by first-order perturbation theory for a Hermitian matrix. A channel more than half filled thus pushes the atom in the direction in which its occupation grows. A channel less than half filled pushes it in the direction in which its occupation falls. Both effects lower $\nu(1-\nu)$ at frozen orbitals.

### 13. The model and its matrices

The ions have charges $Z_A=3$ and $Z_B=1$ and stand at $R_A=-1.10$ bohr and $R_B=1.40$ bohr. There are two electrons of spin up and one of spin down. The ionic potential is

$$v_{\rm ion}(x)=-\sum_{a=A,B}\frac{2Z_a}{\sqrt{(x-R_a)^2+\ell^2}},\qquad \ell=1\ \text{bohr},$$

and the repulsions between electrons and between ions have the same softened form with a positive sign. The other parameters are $s=1$ bohr, $g=1$ Ry bohr and $U=0.30$ Ry. These are round model values and describe no particular material. Both projectors sit on A.

The orbitals are represented on a fixed grid of 101 points with spacing 0.30 bohr. The smallest gap between occupied and empty levels of the same spin is 0.53 Ry. The self-consistent matrices are real and symmetric, and their elements are as follows.

Spin up:

- $n$: $n_{00}=0.990203$, $n_{01}=-0.025056$, $n_{11}=0.389352$.
- $V$ in Ry: $V_{00}=-0.147061$, $V_{01}=0.007517$, $V_{11}=0.033194$.
- $\partial n$ per bohr: $\partial n_{00}=-0.035435$, $\partial n_{01}=-0.357906$, $\partial n_{11}=0.419454$.

Spin down:

- $n$: $n_{00}=0.982791$, $n_{01}=0.049943$, $n_{11}=0.002538$.
- $V$ in Ry: $V_{00}=-0.144837$, $V_{01}=-0.014983$, $V_{11}=0.149239$.
- $\partial n$ per bohr: $\partial n_{00}=0.070631$, $\partial n_{01}=-0.610348$, $\partial n_{11}=-0.062216$.

The potential follows from the occupations. For instance, $V_{11}$ for spin up is $0.30\,(0.5-0.389352)=0.033194$ Ry. Relation (19) can be checked too: for spin up $\sqrt2\times(-0.025056)=-0.035435$, and for spin down $\sqrt2\times0.049943=0.07063$, both per bohr. The spin-down electron is close to the symmetric case of part 11, and its $\partial n_{01}=-0.610$ per bohr is not far from $-0.707$.

### 14. The trace by hand

For a real symmetric $2\times2$ matrix the trace is

$${\rm Tr}[V\,\partial n]=V_{00}\,\partial n_{00}+2V_{01}\,\partial n_{01}+V_{11}\,\partial n_{11}.$$

For spin up, in Ry/bohr,

$$0.005211-0.005381+0.013923=0.013753,$$

and for spin down

$$-0.010230+0.018290-0.009285=-0.001225 .$$

With the minus sign of the force, and with the last digit of the unrounded calculation, the two spins give $-0.013754$ and $+0.001225$ Ry/bohr. Their sum is

$$F_U=-0.012529\ \text{Ry/bohr}=-0.322\ \text{eV/Å}.$$

The negative sign means that A is pushed to the left, away from B. In the spin-up trace the first two terms nearly cancel, and the odd channel remains. It is less than half filled, and its occupation would grow if A moved towards B at frozen orbitals. The resulting increase of $E_U$ opposes that motion. The split into channels depends on the choice of projectors within their space. The trace does not: a fixed unitary change $W$ of the projectors turns $V$ into $W^\dagger VW$ and $\partial n$ into $W^\dagger\partial n\,W$, and the factors $W$ cancel under the trace.

### 15. The total forces

At frozen orbitals the kinetic, repulsion and exchange energies of the electrons do not contain the ion positions. The explicit derivative of $E_{\rm base}$ therefore has an ion-electron part and an ion-ion part:

$$\left(\frac{\partial E_{\rm base}}{\partial R_a}\right)_{\!\psi}=-\int\frac{2Z_a(x-R_a)}{[(x-R_a)^2+\ell^2]^{3/2}}\,\rho\,dx-\frac{2Z_AZ_B(R_a-R_b)}{[(R_a-R_b)^2+\ell^2]^{3/2}},$$

where $b$ is the other ion. For A, minus this derivative is $-0.132938$ Ry/bohr. Adding $F_U$ gives $-0.145466$ Ry/bohr, where the last digit again comes from the unrounded numbers.

The independent value comes from self-consistent total energies with A displaced by $\pm0.001$ bohr:

$$-\frac{-7.325230738-(-7.325521671)}{0.002}=-0.145466\ \text{Ry/bohr}.$$

Ion B carries no projector, so $\partial n=0$ when B moves, and its explicit Hubbard force is zero. The formula gives $0.145466$ Ry/bohr for B, and so do the energies. The program tests both agreements to within $10^{-5}$ Ry/bohr. The comparison is not disturbed by the finite grid, because the energy on the grid is itself a differentiable function of the ion positions and the orbital values, and the derivation applies to that function.

### 16. Why the forces balance

Shift both ions and all orbitals by the same distance. In continuous space the energy does not change and the orbitals stay orthonormal. By stationarity, the shift of the orbitals contributes nothing to first order. The explicit derivatives of the total energy with respect to $R_A$ and $R_B$ must therefore add up to zero. This sum includes the Hubbard term:

$$F_{{\rm base},A}+F_{{\rm base},B}+F_U=0 .\tag{21}$$

Here $F_{{\rm base},a}$ is minus the explicit derivative of $E_{\rm base}$. In the example the base forces alone add up to $-0.132938+0.145466=0.012528$ Ry/bohr, which is $-F_U$ to the accuracy of the numbers. With $F_U$ included the sum is $-5\times10^{-7}$ Ry/bohr. A grid is not invariant under arbitrary shifts, so an exact zero is not expected.

B has no explicit Hubbard term because it carries no projector, but it still feels the Hubbard energy indirectly. The Hubbard operator pulls on the electrons, and the altered density acts on B through the ordinary ion-electron force. The reaction to the pull on the electrons is felt by A, which carries the projectors.

### 17. The cancelled response, measured

The response terms can be obtained separately. Take the orbitals that are self-consistent for a displaced ion, insert them into $E_{\rm base}$ and $E_U$ with the ions and projectors at their original places, and form the difference quotient. The results in Ry/bohr are:

- motion of A: $R_{\rm base}=0.001240$ and $R_U=-0.001240$;
- motion of B: $R_{\rm base}=0.011288$ and $R_U=-0.011288$.

Each pair cancels, and no member of a pair is zero. The slopes of part 1 now follow from $dE_U/d\lambda=-F_U+R_U$. For A this is $0.012529-0.001240=0.011289$ Ry/bohr, against the directly computed $0.011288$. For B the explicit term is absent, and the whole slope $-0.011288$ Ry/bohr is response. The two slopes are opposite because, by translation invariance, the relaxed $E_U$ depends on the distance between the ions alone.

If minus the full slope of $E_U$ were used as the Hubbard force, the error on A would be 0.00124 Ry/bohr, about 0.9% of the total force. On B it would be 0.0113 Ry/bohr, about 8% of the total force. A small error on the Hubbard atom thus does not guarantee a small one on its neighbour.

### 18. A Hubbard term added afterwards

Suppose that the orbitals are converged with $U=0$, and $E_U$ is then added to the energy without further relaxation. Now $E_{\rm base}$ is stationary by itself, so $R_{\rm base}=0$, and nothing cancels $R_U$. The derivative of this energy gives

$$-\frac{dE}{d\lambda}=-\left(\frac{\partial E_{\rm base}}{\partial\lambda}\right)_{\!\psi}-\sum_\sigma{\rm Tr}[V^\sigma\partial n^\sigma]-R_U .\tag{22}$$

In the example the first two terms give $-0.146166$ Ry/bohr for A, while the energies give $-0.144268$ Ry/bohr. The missing response is $R_U=-0.001898$ Ry/bohr, and indeed $-0.146166+0.001898=-0.144268$. The trace formula alone is in error by 1.3% of the force. To repair it one needs the linear response of the orbitals, which stationarity had made unnecessary. It need not be computed once for each nuclear coordinate. Hold the operators $\hat V_U^\sigma$ fixed, add them with a small factor $\eta$ to the $U=0$ problem, and let the orbitals relax. The stationary energy $E_{\rm base}+\eta\sum_{i\sigma}f_i^\sigma\langle\psi_i^\sigma|\hat V_U^\sigma|\psi_i^\sigma\rangle$ has equal mixed second derivatives in $\lambda$ and $\eta$. Therefore $R_U$ equals the derivative of $(\partial E_{\rm base}/\partial\lambda)_\psi$ with respect to $\eta$ at $\eta=0$ and fixed ions, and one such response serves all coordinates.

Incomplete self-consistency has a related effect. If the orbitals have a small error $\delta\psi$, the total energy is wrong to second order, because its first variation vanishes. The force formula has no such protection, and its error is in general of first order in $\delta\psi$. Forces therefore need tighter convergence than energies.

### 19. Conditions that add terms

The following extensions are derived here but are not part of the numerical model.

**Varying occupations.** Since $n^\sigma$ is linear in $f_i^\sigma$, one finds $\partial E/\partial f_i^\sigma=\langle\psi_i^\sigma|\hat h^\sigma+\hat V_U^\sigma|\psi_i^\sigma\rangle=\varepsilon_i^\sigma$. Changing occupations add $\sum\varepsilon_i^\sigma df_i^\sigma$ to the energy change. With thermal occupations one uses $A=E-TS$, with $S=\sum_{i\sigma}S_1(f_i^\sigma)$. At equilibrium $\varepsilon_i^\sigma-TS_1'(f_i^\sigma)=\mu$ for all levels, and the extra change of $A$ is $\mu\sum df_i^\sigma=0$ at fixed electron number. The force formula then gives the derivative of $A$, not of $E$.

**A varying $U$.** If $U$ depends on the geometry, the force gains $-(E_U/U)\,dU/d\lambda$. Here $E_U/U=0.039099/0.30=0.130$. A slope of 0.01 Ry/bohr in $U$ would change the force by $-0.0013$ Ry/bohr.

**An overlap operator.** If normalization reads $\langle\psi_i^\sigma|S|\psi_i^\sigma\rangle=1$ with an operator $S$ that depends on $\lambda$, the orbital equation has $\varepsilon_i^\sigma S\psi_i^\sigma$ on the right. Differentiating the normalization shows that the responses no longer cancel: $R_{\rm base}+R_U=-\sum f_i^\sigma\varepsilon_i^\sigma\langle\psi_i^\sigma|\partial S|\psi_i^\sigma\rangle$. If $S$ also enters the projections, $\partial n^\sigma$ must include its derivative.

**Orthogonalized projectors.** Let the functions of different atoms be orthogonalized by $\tilde\phi_m=\sum_k\phi_kX_{km}$, where $X=O^{-1/2}$ and $O_{km}=\langle\phi_k|\phi_m\rangle$. Then

$$\partial\tilde\phi_m=\sum_k\left(\partial\phi_k\,X_{km}+\phi_k\,\partial X_{km}\right).$$

To find $\partial X$, put $Y=O^{1/2}$ and differentiate $Y^2=O$, which gives $\partial Y\,Y+Y\,\partial Y=\partial O$. In the eigenbasis of $O$, with eigenvalues $o_k$, this reads $(\partial Y)_{kl}=(\partial O)_{kl}/(\sqrt{o_k}+\sqrt{o_l})$. From $XY=1$ follows $\partial X=-X\,\partial Y\,X$, so

$$(\partial X)_{kl}=-\frac{(\partial O)_{kl}}{\sqrt{o_ko_l}\,(\sqrt{o_k}+\sqrt{o_l})}.$$

The overlap matrix changes when a neighbour moves, so such a neighbour can have an explicit Hubbard force of its own. The trace formula keeps its form; what changes is the content of $\partial n^\sigma$.

## Table of computed values

```
ion charges A, B: 3, 1 (units of e)
positions A, B: -1.10, 1.40 bohr
electrons up, down: 2, 1
softening, projector width: 1.0, 1.0 bohr
exchange g: 1.0 Ry bohr; U: 0.30 Ry
grid: 101 points, spacing 0.30 bohr
displacement for finite differences: 0.0010 bohr
smallest gap: 0.5300 Ry
total energy: -7.32537630 Ry
Hubbard energy: 0.039099 Ry
matrix elements in the order 00, 01, 11 (0 even, 1 odd)
n up: 0.990203, -0.025056, 0.389352 (no unit)
V up: -0.147061, 0.007517, 0.033194 Ry
explicit dn/dR_A up: -0.035435, -0.357906, 0.419454 1/bohr
Hubbard force on A, spin up: -0.013754 Ry/bohr
n down: 0.982791, 0.049943, 0.002538 (no unit)
V down: -0.144837, -0.014983, 0.149239 Ry
explicit dn/dR_A down: 0.070631, -0.610348, -0.062216 1/bohr
Hubbard force on A, spin down: 0.001225 Ry/bohr
Hubbard force on A: -0.012529 Ry/bohr
Hubbard force on A, converted: -0.3221 eV/angstrom
E at R_A + step: -7.325230738 Ry
E at R_A - step: -7.325521671 Ry
force on A without Hubbard term: -0.132938 Ry/bohr
total force on A, formula: -0.145466 Ry/bohr
total force on A, from energies: -0.145466 Ry/bohr
orbital response of E_base, A: 0.001240 Ry/bohr
orbital response of E_U, A: -0.001240 Ry/bohr
full slope dE_U/dR_A: 0.011288 Ry/bohr
E at R_B + step: -7.325521671 Ry
E at R_B - step: -7.325230739 Ry
force on B without Hubbard term: 0.145466 Ry/bohr
total force on B, formula: 0.145466 Ry/bohr
total force on B, from energies: 0.145466 Ry/bohr
orbital response of E_base, B: 0.011288 Ry/bohr
orbital response of E_U, B: -0.011288 Ry/bohr
full slope dE_U/dR_B: -0.011288 Ry/bohr
sum of total forces: -5.4e-07 Ry/bohr
sum of forces without Hubbard term: 0.012528 Ry/bohr
U added afterwards: force on A, formula: -0.146166 Ry/bohr
U added afterwards: from energies: -0.144268 Ry/bohr
U added afterwards: missed response: -0.001898 Ry/bohr
```
